\section*{Relativity and 6s polarisation in the thallium 6p hyperfine ratio}

\section{A constant with a large neighbour}

In a Dirac--Fock calculation of thallium, the 6p electron alone gives hyperfine constants of 5393~MHz for the $6p_{1/2}$ level and 397~MHz for the $6p_{3/2}$ level. Their ratio is 13.6. The elementary nonrelativistic value is 5, and the measured ratio is about 80. In the same calculation one 6s electron has a constant of 43235~MHz, 109 times that of $6p_{3/2}$. The two 6s electrons are paired and would contribute nothing if they shared one radial function. What happens when the 6p electron slightly spoils this pairing?

All constants here are $A/g_I$, where $g_I$ is the nuclear $g$ factor. Formulas are in Hartree atomic units, $m_p$ is the proton mass, and energies exclude the rest energy. The nucleus has a Gaussian charge distribution and a point magnetic dipole. The 6p orbitals move in the frozen field of Tl$^+$, whose outer closed shells are $5d^{10}6s^2$.

\section{What the nucleus measures}

The nuclear moment $\boldsymbol\mu=g_I\mathbf I/(2m_p)$ produces the vector potential $\mathbf A=\boldsymbol\mu\times\mathbf r/(c^2r^3)$. For an electron of charge $-1$ the Dirac Hamiltonian gains $c\,\boldsymbol\alpha\cdot\mathbf A$. Cyclic exchange in the triple product gives
\begin{equation}
h=\frac{g_I}{2m_pc}\,\mathbf I\cdot\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.
\end{equation}
Write the orbital as $\psi=r^{-1}(iP\,\Omega_{\kappa m},\,Q\,\Omega_{-\kappa m})$, with $\Omega_{-\kappa m}=-\sigma_r\Omega_{\kappa m}$, $\sigma_r=\mathbf n\cdot\boldsymbol\sigma$ and $\mathbf n=\mathbf r/r$. The operator connects large and small components, so
\begin{equation}
\left\langle\frac{(\mathbf r\times\boldsymbol\alpha)_z}{r^3}\right\rangle
=2\,\mathrm{Re}\,\langle\Omega_{\kappa m}|\,i(\mathbf n\times\boldsymbol\sigma)_z\sigma_r|\Omega_{\kappa m}\rangle\int\frac{PQ}{r^2}dr .
\end{equation}
Since $\boldsymbol\sigma\sigma_r=\mathbf n+i\,\mathbf n\times\boldsymbol\sigma$, the angular operator is
\begin{equation}
i(\mathbf n\times\boldsymbol\sigma)\sigma_r=-\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=\boldsymbol\sigma-\mathbf n\sigma_r .
\end{equation}
For a vector operator, the expectation value of the $z$ component is $m/[j(j+1)]$ times that of its scalar product with $\mathbf j=\mathbf l+\boldsymbol\sigma/2$. Here $\boldsymbol\sigma\cdot\mathbf l=-(\kappa+1)$, $\boldsymbol\sigma\cdot\boldsymbol\sigma/2=3/2$, and $\mathbf n\sigma_r\cdot\mathbf j=1/2$, because $\mathbf n\cdot\mathbf l=0$ and $\sigma_r^2=1$. The sum is $-\kappa-1+3/2-1/2=-\kappa$. Comparison with $A\,\mathbf I\cdot\mathbf j$ yields
\begin{equation}
A=-\frac{g_I}{2m_pc}\,\frac{2\kappa}{j(j+1)}\int_0^\infty\frac{PQ}{r^2}\,dr. \label{A}
\end{equation}

For $c\to\infty$ the small component becomes $Q=-(P'+\kappa P/r)/(2c)$. For $l\ge1$, integration by parts gives $\int PP'/r^2\,dr=\int P^2/r^3\,dr=\langle r^{-3}\rangle$, so the integral in (\ref{A}) is $-(\kappa+1)\langle r^{-3}\rangle/(2c)$. With $\kappa(\kappa+1)=l(l+1)$,
\begin{equation}
A=\frac{g_I}{2m_pc^2}\,\frac{l(l+1)}{j(j+1)}\langle r^{-3}\rangle .
\end{equation}
If both levels share one radial function, the ratio is $(15/4)/(3/4)=5$. A self-consistent calculation with $c$ enlarged twentyfold gives 5.009.

\section{A solvable model: the electron at threshold}

The integral in (\ref{A}) is collected close to the nucleus, where the binding energy of 6p, 0.2~hartree or less, is negligible beside the potential. Screening is not negligible there: half of the $p_{3/2}$ integral lies inside 0.026~bohr, where the core electrons have already lowered the effective charge to about 68, while for $p_{1/2}$ the figures are 0.007~bohr and 77. As a solvable approximation, better for $p_{1/2}$ than for $p_{3/2}$, take zero energy and the bare potential $-Z/r$:
\begin{align}
c\left(Q'-\frac{\kappa}{r}Q\right)&=\frac Zr P, \label{up}\\
c\left(P'+\frac{\kappa}{r}P\right)&=-\left(\frac Zr+2c^2\right)Q. \label{down}
\end{align}
Equation (\ref{up}) gives $P=(c/Z)(rQ'-\kappa Q)$. Hence $P'+\kappa P/r=(c/Z)(rQ''+Q'-\kappa^2Q/r)$, and (\ref{down}), multiplied by $Zr/c^2$, becomes
\begin{equation}
r^2Q''+rQ'+\left(2Zr-\gamma^2\right)Q=0,\qquad \gamma^2=\kappa^2-\frac{Z^2}{c^2}.
\end{equation}
In the variable $x=\sqrt{8Zr}$ one has $r\,d/dr=\tfrac12x\,d/dx$. Multiplication by 4 gives Bessel's equation, with regular solution $Q=J_\nu(x)$, $\nu=2\gamma$.

Inserting $P$ into the hyperfine integral and using $\int QQ'/r\,dr=\tfrac12\int Q^2/r^2\,dr$, whose boundary terms vanish for $\gamma>1/2$, we find
\begin{equation}
\int\frac{PQ}{r^2}dr=\frac cZ\left(\frac12-\kappa\right)\int\frac{Q^2}{r^2}dr
=16c\left(\frac12-\kappa\right)I_3,\qquad I_n=\int_0^\infty\frac{J_\nu^2}{x^n}dx,
\end{equation}
because $dr/r^2=16Z\,dx/x^3$.

Two steps give $I_3$. First, let $u=\partial J_\nu/\partial\nu$. Differentiating Bessel's equation with respect to $\nu$ gives $[x(J_\nu u'-J_\nu'u)]'=2\nu J_\nu^2/x$. The bracket vanishes at the origin. At infinity $J_\nu\simeq\sqrt{2/\pi x}\,\cos\theta$ and $u\simeq(\pi/2)\sqrt{2/\pi x}\,\sin\theta$, with $\theta=x-\nu\pi/2-\pi/4$, so the bracket tends to 1. Thus $I_1=1/(2\nu)$.

Second, multiply Bessel's equation by $2J_\nu'$ to obtain $[(xJ_\nu')^2]'=-(x^2-\nu^2)(J_\nu^2)'$. Dividing by $x^2$ and integrating by parts gives $\int J_\nu'^2/x\,dx=\nu^2I_3$. Multiplying Bessel's equation by $J_\nu/x^3$ and integrating by parts gives
\begin{equation}
-\int\frac{J_\nu'^2}{x}dx+2I_3+I_1-\nu^2I_3=0,
\end{equation}
so $I_1=2(\nu^2-1)I_3$ and $I_3=1/[4\nu(\nu^2-1)]$. Therefore
\begin{equation}
\int_0^\infty\frac{PQ}{r^2}dr=\frac{2c\,(1/2-\kappa)}{\gamma(4\gamma^2-1)}. \label{threshold}
\end{equation}
Numerical integration of (\ref{up}) and (\ref{down}) agrees with this within the test tolerance of 0.5\%.

At large distance $P\simeq(c/2Z)\,xJ_\nu'$, whose amplitude does not depend on $\gamma$. Equation (\ref{threshold}) thus compares orbitals of equal outer amplitude. Division by the limit $\gamma\to|\kappa|=j+1/2$ gives the relativistic enhancement
\begin{equation}
F_j=\frac{4j(j+1/2)(j+1)}{\gamma(4\gamma^2-1)}.
\end{equation}

For weak fields, $F_{1/2}\simeq1+\frac{11}{6}(Z/c)^2$ and $F_{3/2}\simeq1+\frac{47}{120}(Z/c)^2$. At the other extreme $F_{1/2}$ diverges as $\gamma\to1/2$, or $Z/c\to\sqrt3/2$. There the model of a point charge with a point dipole fails, and nuclear size must enter. Thallium has $Z/c=0.591$, which gives $F_{1/2}=2.32$ and $F_{3/2}=1.15$. The ratio rises from 5 to
\begin{equation}
5\times\frac{2.321}{1.154}=10.1 .
\end{equation}
The two levels respond differently because the same term $Z^2/c^2$ is subtracted from $\kappa^2=1$ for $p_{1/2}$ and from $\kappa^2=4$ for $p_{3/2}$. It lowers $\gamma$ from 1 to 0.81 in the first case, but only from 2 to 1.91 in the second.

The Dirac--Fock ratio of 13.6 is larger by a further factor of 1.35. This factor is the net effect of what the model omits, including different outer amplitudes, screening and nuclear size. Not every omission raises the ratio: the finite size of the nucleus lowers it slightly, because it weakens $p_{1/2}$ more than $p_{3/2}$. The mean radii, 3.59~bohr for $6p_{1/2}$ and 4.12~bohr for $6p_{3/2}$, show how far the outer orbitals differ. The individual contributions to the factor have not been separated.

\section{How 6p magnetises the 6s pair}

Let the 6p electron be in $6p_{3/2}$ with $m=3/2$. Its exchange with 6s proceeds through the multipole $k=1$: angular momentum allows $k=1$ or 2, and parity excludes 2. A dipole changes $m$ by at most one unit. The valence electron therefore exchanges with the 6s electron of $m=+1/2$ and not with its partner. The angular weight is $|\langle Y_{11}|C^1_1|Y_{00}\rangle|^2=1/3$.

Let $X$ be the exchange operator acting on that spin-up electron. To first order its orbital changes by
\begin{equation}
\delta(6s)=\sum_n|n\rangle\frac{\langle n|X|6s\rangle}{\varepsilon_{6s}-\varepsilon_n}, \label{delta}
\end{equation}
where $n$ runs over the s orbitals outside the closed core. Exchange also admixes d orbitals, but they change the shift found below by only 0.1~MHz and are left out here. The direct field of 6p acts alike on both 6s electrons, so its effects on the hyperfine constant cancel. Mixing with occupied orbitals of the same spin leaves the determinant unchanged. With $t$ the hyperfine operator, the constant of the spin-up electron changes by the fraction
\begin{equation}
f=\frac{2\langle6s|t|\delta(6s)\rangle}{\langle6s|t|6s\rangle}.
\end{equation}
The paired electrons now contribute
\begin{equation}
\tfrac12A_{6s}(1+f)I_z-\tfrac12A_{6s}I_z=\tfrac12A_{6s}f\,I_z .
\end{equation}
This must equal $\delta A\,m\,I_z$ with $m=3/2$, so
\begin{equation}
\delta A_{3/2}=\tfrac13A_{6s}\,f . \label{lever}
\end{equation}

The calculation gives $f=-0.0451$, while the mean radius of the spin-up 6s orbital grows by 0.039~bohr from 2.47~bohr. Exchange draws the electron outward, towards its parallel-spin neighbour, and weakens its coupling to the nucleus. Equation (\ref{lever}) gives
\begin{equation}
\tfrac13\times43235\times(-0.04506)=-649\ \mathrm{MHz},
\end{equation}
more than the entire direct constant of 397~MHz. A change of only $3/108.8=2.8\%$ would have cancelled it.

The same shift follows if the nuclear field first deforms 6s and the deformed pair then acts on 6p. Both orders contain the product $\langle6s|t|n\rangle\langle n|X|6s\rangle$ over the same denominator. The two calculations agree.

For $6p_{1/2}$ the sign is reversed. With $m=1/2$, its large component has spin-up probability $1/3$ and spin-down probability $2/3$, so the exchange weights with the two 6s electrons are $1/9$ and $2/9$. The difference divided by $m$ is $-2/9$, against $(1/3)/(3/2)=+2/9$ for $6p_{3/2}$. With common radial functions the two contact terms would be equal and opposite. The actual first-order 6s contributions are $+527$ and $-649$~MHz. The first is a tenth of the direct $p_{1/2}$ constant; the second exceeds the direct $p_{3/2}$ constant.

Relativity thus acts twice. Between the calculation with twentyfold $c$ and the true one, $A_{6s}$ rises from 14575 to 43235~MHz, while the direct $A_{3/2}$ rises from 359 to 397~MHz. In the nearly nonrelativistic atom, first-order polarisation of the whole core removes $147/359=41\%$ of the $p_{3/2}$ constant and takes the ratio from 5.0 to 10.0. With the true $c$ it removes 147\%.

\section{The mean field goes too far}

The other core shells respond as well, and the deformed orbitals change the exchange field that they feel. For a core orbital $a$ in the nuclear field,
\begin{equation}
\delta a=\sum_n|n\rangle\frac{\langle n|t+\delta V|a\rangle}{\varepsilon_a-\varepsilon_n}, \label{rpa}
\end{equation}
and $\langle6p|\delta V|6p\rangle$ is the shift of the valence level. The operator $t$ is a vector that conserves parity. The density it induces in a closed core could act on 6p directly through the dipole multipole alone, but a dipole has odd parity and no diagonal element in 6p. So $\delta V$ acts on 6p by exchange.

Setting $\delta V=0$ in (\ref{rpa}) gives first order; solving for it self-consistently gives the random-phase approximation. The results for $6p_{3/2}$, with each number rounded separately, are
\begin{align}
\text{first order:}&\quad 397-584=-187\ \mathrm{MHz},\\
\text{random phase:}&\quad 397-1035=-637\ \mathrm{MHz}.
\end{align}
The 6s shell supplies $-649$ and $-1125$~MHz of these shifts; the other shells give small positive amounts. The feedback acts mainly among s orbitals, since a response restricted to them already gives $-1063$~MHz. A finite-field self-consistent diagonalisation, made as a test, confirms this restricted value.

At mean-field level, then, 6s polarisation does not nearly cancel the $p_{3/2}$ constant: it reverses its sign. The random-phase ratio is $-10.5$. The mechanism has the right direction and too much strength.

\section{Correlation restores the balance}

A determinant built on $6s^2$ omits the correlated motion of the 6s electrons with each other and with 6p. To include it, let three electrons move in the field of the frozen Tl$^{3+}$ core, whose orbitals are kept from the Tl$^+$ calculation,
\begin{equation}
H=\sum_{i=1}^3h_i+\sum_{i<j}\frac1{r_{ij}},
\end{equation}
and diagonalise $H$ among all determinants of the required symmetry in a finite orbital set. The one-particle density then divides $A$ into an s part, which is the contact term, a p part, and a small remainder.

With s and p orbitals the $6p_{3/2}$ constant is $-734+404=-329$~MHz, after rounding. Adding d orbitals to the same set gives
\begin{equation}
A_{3/2}=-461.0+400.5+4.2=-56.3\ \mathrm{MHz}.
\end{equation}
The p part hardly moves, while the contact term loses more than a third of its size. In this model, excitations into d orbitals therefore reduce the spin polarisation substantially, beyond what s and p orbitals alone achieve. That they do so by screening the exchange between 6s and 6p is a plausible reading, not a demonstrated one. A smaller s, p, d set built in the same way gives $-57.3$~MHz, but this agreement overstates the convergence. Differently built s, p, d sets give $-61$ to $-53$~MHz, and adding three f orbitals per $\kappa$ raises the sum by a further 14~MHz, to about $-39$~MHz. The value $-56.3$~MHz, which contains no orbitals with $l\ge3$, is therefore uncertain by 15 to 20~MHz.

The frozen shells below 6s still lack their own polarisation. Its first-order estimate is $+65$~MHz for $6p_{3/2}$ and $+390$~MHz for $6p_{1/2}$. Together,
\begin{equation}
\frac{A_{1/2}}{A_{3/2}}\approx\frac{5630+390}{-56.3+65.0}=\frac{6020\ \mathrm{MHz}}{8.7\ \mathrm{MHz}}\approx7\times10^2 .
\end{equation}

This is near-cancellation, but it is not a prediction of 80, and the quotient itself is not converged: with the same numerator it runs from about 500 to 1400 over the s, p, d sets and falls to about 230 when f orbitals are added. Let $q$ be the fraction of the direct constant that is cancelled. With the numbers above,
\begin{equation}
\frac{A_{1/2}}{A_{3/2}}=\frac{6020}{397\,(1-q)}=\frac{15.2}{1-q}.
\end{equation}
The s, p, d calculation has $q=0.98$, and f orbitals lower this to about 0.93; a ratio of 80 needs $q=0.81$, or $A_{3/2}=75$~MHz with the computed numerator. The gap of 67~MHz is 17\% of the direct $p_{3/2}$ constant and 1\% of $A_{1/2}$. With f orbitals the gap shrinks to about 49~MHz. Near $q=0.81$, an error of 0.01 in $q$ changes the ratio by 5\%. The numerator is not exact either: the measured constants of $^{205}$Tl correspond to about 6500 and 81~MHz, so 6020~MHz is some 7\% low.

Several omissions could matter on this scale: valence orbitals with $l\ge3$ and a larger orbital set, correlation with 5d and deeper shells, the effect of those shells on the nuclear field felt by 6s, the Breit interaction, quantum electrodynamics, and the spread of the nuclear magnetisation. Apart from the estimate for f orbitals above, their separate sizes are not determined here.

The departure from 5 thus has two parts of different character. The rise to 13.6 is a property of the direct 6p orbitals, and most of it follows from the threshold model. The further rise comes mainly from a denominator in which a contact term from 6s opposes a direct term of similar size. The measured value of about 80 records how much of that denominator survives, and a theory must get both terms right to a few per cent before it can reproduce it. The numerical output lists the individual contributions.

\section*{Table of computed values}
\begin{verbatim}
nuclear charge Z: 81; chosen rms charge radius: 5.5 fm
Z/c: 0.5911
All hyperfine constants below are A/g_I in MHz
6p1/2 orbital energy: -0.19968 hartree; mean radius: 3.594 bohr
6p3/2 orbital energy: -0.16693 hartree; mean radius: 4.122 bohr
6s orbital energy: -0.68953 hartree; mean radius: 2.472 bohr
20-fold c, direct A(6p1/2): 1796.13 MHz
20-fold c, direct A(6p3/2): 358.57 MHz
20-fold c, direct ratio: 5.009
threshold enhancement F(1/2): 2.3210; F(3/2): 1.1543
5 F(1/2)/F(3/2): 10.054
Dirac-Fock direct A(6p1/2): 5392.7 MHz
Dirac-Fock direct A(6p3/2): 397.41 MHz
Dirac-Fock direct ratio: 13.569
remaining factor beyond 5 F(1/2)/F(3/2): 1.3497
A(6s), true c: 43235 MHz; 20-fold c: 14575 MHz
A(6s)/direct A(6p3/2), true c: 108.8; 20-fold c: 40.6
spin-up 6s beside 6p3/2, change of mean radius: 0.03931 bohr
spin-up 6s beside 6p3/2, fractional change f of its A: -0.045059
A(6s) f/3: -649.37 MHz; interchanged order: -649.37 MHz
20-fold c, first-order polarisation 6p1/2: 317.52 MHz; 6p3/2: -146.65 MHz
20-fold c, first-order polarised ratio: 9.974
first order, from 6s: 6p1/2 526.53 MHz; 6p3/2 -649.48 MHz
first order, from 1s to 5s: 6p1/2 -87.43 MHz; 6p3/2 45.70 MHz
first order, from p, d, f shells: 6p1/2 477.21 MHz; 6p3/2 19.35 MHz
first order, whole core: 6p1/2 916.30 MHz; 6p3/2 -584.43 MHz
RPA, from 6s: 6p1/2 953.02 MHz; 6p3/2 -1125.34 MHz
RPA, from 1s to 5s: 6p1/2 -101.32 MHz; 6p3/2 53.78 MHz
RPA, from p, d, f shells: 6p1/2 471.01 MHz; 6p3/2 37.04 MHz
RPA, whole core: 6p1/2 1322.70 MHz; 6p3/2 -1034.53 MHz
s-channel RPA: 6p1/2 761.42 MHz; 6p3/2 -1062.67 MHz
s-channel finite field: 6p1/2 761.43 MHz; 6p3/2 -1062.68 MHz
first-order total: 6p1/2 6309.0 MHz; 6p3/2 -187.02 MHz; ratio -33.73
RPA total: 6p1/2 6715.4 MHz; 6p3/2 -637.12 MHz; ratio -10.54
cancelled fraction of direct A(6p3/2), first order: 1.4706
cancelled fraction of direct A(6p3/2), RPA: 2.6032
cancelled fraction needed for ratio 80 with RPA A(6p1/2): 0.7888
first order, all shells but 6s: 6p1/2 389.78 MHz; 6p3/2 65.04 MHz
CI s,p, 6p1/2: s 450.7, p 5479.4, rest -0.0, sum 5930.1 MHz
CI s,p, 6p3/2: s -733.7, p 404.3, rest 0.0, sum -329.3 MHz
CI s,p, ratio: -18.0; with inner shells: 6320 / -264.3 MHz = -23.9
CI s,p, level splitting: 0.03105 hartree
CI small s,p,d, 6p1/2: s 177.6, p 5432.3, rest 9.3, sum 5619.2 MHz
CI small s,p,d, 6p3/2: s -461.2, p 401.1, rest 2.8, sum -57.3 MHz
CI small s,p,d, ratio: -98.1; with inner shells: 6009 / 7.7 MHz = 776.2
CI small s,p,d, level splitting: 0.03173 hartree
CI large s,p,d, 6p1/2: s 180.5, p 5435.6, rest 13.9, sum 5630.0 MHz
CI large s,p,d, 6p3/2: s -461.0, p 400.5, rest 4.2, sum -56.3 MHz
CI large s,p,d, ratio: -100.0; with inner shells: 6020 / 8.7 MHz = 690.3
CI large s,p,d, level splitting: 0.03198 hartree
\end{verbatim}
